# FFT grid size for exact Vψ inside the wavefunction sphere, part 2

A local potential $V$ is applied to a plane-wave orbital $\psi$ by pointwise multiplication on an FFT grid. The question is which grids give $V\psi$ exactly on the wavefunction sphere $S$. Hartree atomic units are used (bohr, bohr$^{-1}$, Ha).

The cell vectors $\mathbf a_i$ span the volume $\Omega$, and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. An integer triple $m$ labels $\mathbf G_m=\sum_i m_i\mathbf b_i$; $e_i$ has 1 in place $i$ and 0 elsewhere; $\mathbf k=\sum_i k_i\mathbf b_i$. The orbital is $\psi=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}u$ with $u=\sum_{m\in S}c_me^{i\mathbf G_m\cdot\mathbf r}$, $\sum_m|c_m|^2=1$, $S=\{m:|\mathbf k+\mathbf G_m|\le G_{\max}\}$ and $E_{\rm cut}=G_{\max}^2/2$. The potential is $V=\sum_qV_qe^{i\mathbf G_q\cdot\mathbf r}$.

In direction $i$, $n_i$ is the largest $|m_i|$ in $S$, $w_i$ the maximum minus the minimum of $m_i$ in $S$, and $p_i$ the largest $|q_i|$ with $V_q\ne0$. For $m\in S$,

$$|m_i+k_i|\le\frac{G_{\max}|\mathbf a_i|}{2\pi}=x_i.\tag{2}$$

$$w_i\le\lfloor 2x_i\rfloor\quad\text{for every }\mathbf k,\qquad w_i\le 2n_i.\tag{3}$$

If $V$ is confined to the sphere of radius $2G_{\max}$,

$$p_i\le\lfloor2x_i\rfloor.\tag{4}$$

The difference set $D$ contains all $q=m-m'$ with $m,m'\in S$, which obey

$$|\mathbf G_q|=|(\mathbf k+\mathbf G_m)-(\mathbf k+\mathbf G_{m'})|\le2G_{\max},\qquad|q_i|\le w_i\le2n_i.\tag{7}$$

The exact coefficients of $Vu$ are $P_s=\sum_{m'\in S}V_{s-m'}c_{m'}$, with $|s_i|\le3n_i$ if $p_i\le2n_i$. Filtering, which removes $V_q$ outside a set containing $D$ before $V$ is put on the grid, leaves $P_m$ unchanged on $S$. There the eigenvalue equation is $\tfrac12|\mathbf k+\mathbf G_m|^2c_m+P_m=\varepsilon c_m$, and

$$\langle\psi|V|\psi\rangle=\sum_{m\in S}c_m^*P_m.\tag{6}$$

With $N_i$ grid points along $\mathbf a_i$ and $Nl=(N_1l_1,N_2l_2,N_3l_3)$, the grid coefficients (tilde) of a function with coefficients $f_s$ are

$$\tilde f_m=\sum_lf_{m+Nl}.\tag{10}$$

For the product this gives

$$\tilde P_m=P_m+\sum_{l\ne0}P_{m+Nl}.\tag{11}$$

$$\tilde P_m=\sum_{m'\in S}\tilde V_{m-m'}c_{m'},\qquad\tilde V_d=\sum_lV_{d+Nl}.\tag{12}$$

For real $V$ this grid operator is Hermitian. Its error on $S$ is

$$\delta P_m=\tilde P_m-P_m=\sum_{l\ne0}\sum_{m'\in S}V_{m-m'+Nl}\,c_{m'}.\tag{14}$$

The theorem proved by counting indices states that this error vanishes if

$$N_i\ge w_i+p_i+1\quad(i=1,2,3),\tag{13}$$

and in particular if $p_i\le2n_i$ and $N_i\ge4n_i+1$.

### 7. A version in terms of lengths

When $V$ is filtered to the sphere of radius $2G_{\max}$, the argument can be run on vector lengths. A nonzero term of (14) needs $|\mathbf G_q|\le2G_{\max}$ with $\mathbf G_{Nl}=\mathbf G_q-\mathbf G_{m-m'}$, and (7) then gives $|\mathbf G_{Nl}|\le4G_{\max}$. The result is exact on $S$ if every nonzero vector of the coarse lattice spanned by the $N_i\mathbf b_i$ is longer than $4G_{\max}$. From $\mathbf G_{Nl}\cdot\mathbf a_i=2\pi N_il_i$ and the Cauchy–Schwarz inequality, $|\mathbf G_{Nl}|\ge2\pi N_i|l_i|/|\mathbf a_i|$, so $N_i>4x_i$ for all $i$ is sufficient, for every $\mathbf k$.

The integer argument gives a condition that is never more demanding than $N_i>4x_i$. It can be more demanding than the condition on the lengths of the coarse lattice vectors itself: in a hexagonal cell with $N_1=N_2=N$ the shortest in-plane coarse vector has length $N(2/\sqrt3)\,2\pi/|\mathbf a_1|$, which exceeds $4G_{\max}$ already for $N>2\sqrt3\,x_1$. Inserting (3) and (4) in (13) shows that

$$N_i\ge2\lfloor2x_i\rfloor+1\tag{15}$$

is sufficient for every $\mathbf k$ when $V$ is confined to the sphere of radius $2G_{\max}$ or to a difference set. The integer $2\lfloor2x_i\rfloor$ does not exceed $4x_i$, so any integer $N_i>4x_i$ satisfies (15).

### 8. The density and the two-thirds rule

The contribution of one orbital to the density is $|\psi|^2=\Omega^{-1}|u|^2$, with

$$|u|^2=\sum_{m,m'\in S}c_{m'}^*c_me^{i\mathbf G_{m-m'}\cdot\mathbf r}=\sum_q\rho_qe^{i\mathbf G_q\cdot\mathbf r},\qquad\rho_q=\sum_{m'}c_{m'}^*c_{m'+q},\tag{16}$$

where $c_m=0$ outside $S$. The $\rho_q$ are dimensionless and $\rho_0=1$. Their support lies in the difference set $D$, with $|q_i|\le w_i$. For $|q_i|\le w_i$ and $|l_i|\ge1$, an alias has $|q_i+N_il_i|\ge N_i-w_i$, which exceeds $w_i$ when $N_i\ge2w_i+1$. By (10), $\tilde\rho_q=\rho_q$ on the whole support under that condition, and $N_i\ge4n_i+1$ implies it. This is also (13) with $p_i=w_i$. One grid therefore serves two purposes: it holds the density completely, and it applies a potential of the same bandwidth exactly on $S$. The Hartree potential has coefficients equal to those of the total density multiplied by $4\pi/|\mathbf G_q|^2$ for $q\ne0$, so its support lies in that of the total density, which lies in the union of the difference sets of all occupied $\mathbf k$. It is band-limited without further filtering, it lies inside the sphere of radius $2G_{\max}$, and (15) covers it. This holds for a density built from the plane-wave orbitals alone, as with norm-conserving pseudopotentials. The augmentation charges of ultrasoft and PAW methods are not confined to the difference sets and need a larger cutoff or a finer grid of their own.

If both factors of a product have the same bandwidth, $p_i=n_i$ and $w_i=2n_i$, condition (13) becomes $N_i\ge3n_i+1$. The $2n_i+1$ retained index values are then about two thirds of the grid, and this is the two-thirds rule of pseudospectral methods. For $V\psi$ it computes exactly the action of a potential cut at $n_i$. That cut removes members of $D$, so it changes the matrix elements and is not a harmless filter.

## Second half: sharpness, failure of the conditions and a worked example

### 9. Symbols and results taken over

The orbital has coefficients $c_m$ on the sphere $S=\{m:|\mathbf k+\mathbf G_m|\le G_{\max}\}$, with largest index $n_i$, index width $w_i$ and radius $x_i=G_{\max}|\mathbf a_i|/2\pi$ in index units. The potential has coefficients $V_q$ and largest index $p_i$, and $D$ is the set of differences of members of $S$. The exact product coefficients are $P_s=\sum_{m'}V_{s-m'}c_{m'}$. A grid of $N_i$ points per direction returns $\tilde P_m=\sum_lP_{m+Nl}$, so that its error is

$$\delta P_m=\sum_{l\ne0}\sum_{m'\in S}V_{m-m'+Nl}\,c_{m'}.$$

This is equation (14). It vanishes on $S$ when $N_i\ge w_i+p_i+1$, in particular when $p_i\le2n_i$ and $N_i\ge4n_i+1$. The bounds $w_i\le\lfloor2x_i\rfloor$ and, for a potential inside the sphere of radius $2G_{\max}$, $p_i\le\lfloor2x_i\rfloor$ make $N_i\ge2\lfloor2x_i\rfloor+1$ sufficient for all $\mathbf k$.

### 10. One point fewer

Let $N_i=w_i+p_i\ge1$ in one direction $i$. Choose $m\in S$ with the smallest value of $m_i$, $m'\in S$ with the largest, and $l=e_i$. Then $q=m-m'+N_ie_i$ has $q_i=-w_i+(w_i+p_i)=p_i$, and $q_j=m_j-m'_j$ in the other directions. If this $q$ belongs to the support of $V$, the product $V_qc_{m'}$ appears in $\delta P_m$. All terms of (14) enter with coefficient $+1$, so $\delta P_m$ is a nonzero bilinear form in the $V_q$ and $c_{m'}$, and it vanishes only for special values of them. The vector $q$ is certainly in the support when $V$ fills the box $|q_j|\le p_j$ and $p_j\ge w_j$ in the other two directions. In one dimension there is no other direction and no extra condition. In these cases (13) cannot be improved. When $V$ is confined to a sphere or to $D$, the vector $q$ may fall outside the support in a skewed cell, and (13) is then sufficient without being shown necessary.

The program tests both cases with random complex coefficients. In one dimension it scans $w$ from 1 to 6 and $p$ from 0 to 8 for three positions of the index range, and asserts an error at $N=w+p$ and exactness from $N=w+p+1$ to $w+p+4$. In three dimensions it takes the triclinic cell $\mathbf a_1=(6,0,0)$, $\mathbf a_2=(1.5,8,0)$, $\mathbf a_3=(1,-2,5)$ bohr with $k=(0.2,-0.3,0.1)$ and $G_{\max}=3.5$ bohr$^{-1}$. The sphere has 173 plane waves, $x=(3.342,4.534,3.051)$, $n=(3,4,3)$ and $w=(6,8,5)$, in agreement with (2) and (3). With $V$ of unit norm filling the box $p=w$, the largest error on $S$ is $8.3\times10^{-17}$ for $N=2w+1$, which is rounding. With any one axis shortened by one point the result is no longer exact. For the random coefficients drawn here, with unit norms of $V$ and $c$, the smallest of the three errors is $7.5\times10^{-3}$; this value depends on the draw and is not a bound. With $V$ filling the larger box $p=2n$, the grid $4n+1$ gives $1.0\times10^{-16}$.

For a simple cubic cell of side $a$ at $\mathbf k=0$, the error on $N=4n$ points can be written down completely. Here $\mathbf G_m=bm$ with $b=2\pi/a$, all directions share $n$, $x$ and $N$, and $S$ is the set $|m|^2\le x^2$. Assume $n\ge1$, $p=2n$ with $V_{\pm2ne_i}\neq0$ and $c_{\pm ne_i}\neq0$, and $x^2<n^2+1$, so that the only members of $S$ with $|m_i|=n$ are $\pm ne_i$. A term of (14) needs $|m_i-m'_i+4nl_i|\le2n$ in each direction, with $|m_i-m'_i|\le2n$. For $|l_i|\ge2$ the left side is at least $8n-2n=6n$, which is excluded. For $l_i=1$ it is at least $2n$, with equality only for $m_i=-n$ and $m'_i=n$, which forces $m=-ne_i$, $m'=ne_i$. Then $m_j-m_j'=0$ in the other directions, so $l_j=0$ there and $q=2ne_i$. The case $l_i=-1$ is the mirror image. Exactly six coefficients are wrong:

$$\delta P_{-ne_i}=V_{2ne_i}c_{ne_i},\qquad\delta P_{ne_i}=V_{-2ne_i}c_{-ne_i}.\tag{17}$$

In the language of (12), the indices $2n$ and $-2n$ share a residue modulo $4n$ (the Nyquist frequency of the grid), and the matrix element between $ne_i$ and $-ne_i$ becomes $V_{2ne_i}+V_{-2ne_i}$. In the language of (11), the outermost product component $P_{3ne_i}=V_{2ne_i}c_{ne_i}$ lands at $3n-4n=-n$, on the outermost member of $S$ along that axis. On $4n+1$ points the same component lands at $-n-1$, and it is the only alias of the index $-(n+1)e_i$, since $\pm(4n+1)$ added in another direction, or subtracted in this one, leaves the range $|s_j|\le3n$.

### 11. The egg-box term

Let $V$ be an attractive spherical well centred at $\boldsymbol\tau$ and repeated periodically in the cubic cell, with $V_q=-v_qe^{-i\mathbf G_q\cdot\boldsymbol\tau}$, where $v_q>0$ depends on $|q|$ only. Substituting $c_m=\gamma_me^{-i\mathbf G_m\cdot\boldsymbol\tau}$ in the exact eigenvalue equation at $\mathbf k=0$, the potential term is $-\sum_{m'}v_{m-m'}\gamma_{m'}e^{-i(\mathbf G_m-\mathbf G_{m'})\cdot\boldsymbol\tau}e^{-i\mathbf G_{m'}\cdot\boldsymbol\tau}$, and every term carries the common phase $e^{-i\mathbf G_m\cdot\boldsymbol\tau}$. The $\gamma_m$ are eigenvectors of the real symmetric matrix $H'_{mm'}=\tfrac12|\mathbf G_m|^2\delta_{mm'}-v_{m-m'}$, which does not contain $\boldsymbol\tau$. The exact energies in the basis are independent of the position of the well.

The ground state of $H'$ has all $\gamma_m>0$ and full cubic symmetry, for the following reasons. For a real vector $\gamma$, the difference $\gamma^TH'\gamma-|\gamma|^TH'|\gamma|$ equals $\sum_{m\ne m'}v_{m-m'}(|\gamma_m||\gamma_{m'}|-\gamma_m\gamma_{m'})$, which is strictly positive if entries of both signs occur. A minimizer therefore has entries of one sign, taken non-negative. If some $\gamma_m$ were zero, row $m$ of the eigenvalue equation would read $-\sum_{m'\ne m}v_{m-m'}\gamma_{m'}=0$, which is impossible for a nonzero vector with non-negative entries. Two strictly positive vectors cannot be orthogonal, so the ground state is nondegenerate. A cubic operation permutes $S$ and leaves $H'$ unchanged, so it maps $\gamma$ to a positive normalized ground state, which must be $\gamma$ itself. In particular the six $\gamma_{\pm ne_i}$ share one value $\gamma_n$.

At fixed $\psi$ the grid changes the expectation value (6) by $\Delta E=\sum_mc_m^*\,\delta P_m$. The grid operator is Hermitian and the state nondegenerate, so $\Delta E$ is also the shift of the eigenvalue to first order in the aliasing error. The phase of the term $c_m^*V_{m-m'+Nl}c_{m'}$ is

$$e^{+i\mathbf G_m\cdot\boldsymbol\tau}\,e^{-i(\mathbf G_m-\mathbf G_{m'}+\mathbf G_{Nl})\cdot\boldsymbol\tau}\,e^{-i\mathbf G_{m'}\cdot\boldsymbol\tau}=e^{-i\mathbf G_{Nl}\cdot\boldsymbol\tau},$$

which depends on $l$ alone. With $\alpha_i=2\pi N\tau_i/a$ one has $\mathbf G_{Nl}\cdot\boldsymbol\tau=\sum_il_i\alpha_i\equiv l\cdot\alpha$, and

$$\Delta E=-\sum_{l\ne0}A_l\cos(l\cdot\alpha),\qquad A_l=\sum_{m,m'\in S}\gamma_m\gamma_{m'}v_{m-m'+Nl}\ge0,\tag{18}$$

where $v$ is set to zero wherever $V$ has been filtered out. The exponential became a cosine because $A_{-l}=A_l$, which follows from exchanging the names $m$ and $m'$ and using $v_{-q}=v_q$. The $A_l$ are equal for all $l$ related by a cubic operation. Under the conditions of (17) only $l=\pm e_i$ contribute, each with the single term $\gamma_n^2v_{2ne_i}$, so that

$$\Delta E=-2\,|V_{2ne_1}|\,|c_{ne_1}|^2\sum_{i=1}^3\cos\frac{2\pi N\tau_i}{a},\qquad N=4n.\tag{19}$$

The energy oscillates with the position of the well, and the period is the grid spacing $a/N$. This is the egg-box effect. It breaks the continuous translation invariance of the exact energies, and minus its derivative with respect to $\boldsymbol\tau$ is a spurious force on the well. The grid energy is lowest when the well sits on a grid point. On a grid that satisfies (13), all $A_l$ vanish and the effect is absent for this term of the energy.

### 12. The model

The model has round parameters and represents no material. The cell is simple cubic with $a=8$ bohr, and the potential is a lattice sum of Gaussian wells,

$$V(\mathbf r)=-V_0\sum_{\mathbf R}e^{-|\mathbf r-\boldsymbol\tau-\mathbf R|^2/2\sigma^2},$$

with $V_0=20$ Ha, $\sigma=0.3$ bohr and $\boldsymbol\tau=(0.15,0.25,0.35)$ bohr. Its coefficients are $V_q=\Omega^{-1}\int_{\rm cell}Ve^{-i\mathbf G_q\cdot\mathbf r}d^3r$. Since $e^{-i\mathbf G_q\cdot\mathbf R}=1$, the cell integrals of all images join into one integral over all space, and the shift $\mathbf r\to\mathbf r+\boldsymbol\tau$ brings out $e^{-i\mathbf G_q\cdot\boldsymbol\tau}$. What remains is a product of three integrals $F(g)=\int e^{-y^2/2\sigma^2}e^{-igy}dy$. Differentiating gives $F'(g)=-i\int y\,e^{-y^2/2\sigma^2}e^{-igy}dy$. Writing $y\,e^{-y^2/2\sigma^2}=-\sigma^2\,\frac{d}{dy}e^{-y^2/2\sigma^2}$ and integrating by parts gives $F'=i\sigma^2\cdot(ig)F=-\sigma^2gF$. With the Gaussian integral $F(0)=\sigma\sqrt{2\pi}$ the solution is $F(g)=\sigma\sqrt{2\pi}\,e^{-\sigma^2g^2/2}$, and

$$V_q=-\frac{V_0(2\pi\sigma^2)^{3/2}}{a^3}\,e^{-\sigma^2|\mathbf G_q|^2/2}\,e^{-i\mathbf G_q\cdot\boldsymbol\tau}.\tag{20}$$

This has the form assumed in section 11. The prefactor is $|V_0^{\rm F}|=20\times(2\pi\times0.09)^{3/2}/512=1.6611\times10^{-2}$ Ha, where the superscript distinguishes the $q=0$ Fourier coefficient from the depth of the well.

With $E_{\rm cut}=8$ Ha, $G_{\max}=\sqrt{16}=4$ bohr$^{-1}$, and $b=2\pi/8=0.785398$ bohr$^{-1}$ gives $x=4/0.785398=5.0930$. Then $n=5$, $2x=10.186$, and the sphere of radius $2G_{\max}=8$ bohr$^{-1}$ has $p=10=2n$. The theorem applies with $N=4\times5+1=21$. Also $x^2=25.94<26=n^2+1$, so the conditions of (17) hold. The wavefunction sphere has 515 plane waves and the potential sphere 4385. Diagonalizing the $515\times515$ Hamiltonian at $\mathbf k=0$ gives the ground state, with $\langle T\rangle=2.083445$ Ha and $\langle V\rangle=-3.403416$ Ha, so that $E=-1.319971$ Ha, or $-35.92$ eV. These are the values in this basis, quoted to many digits only for comparison with grid results. They are not claimed to be converged in $E_{\rm cut}$.

The program asserts that filtering at $2G_{\max}$ loses nothing on $S$. The explicit convolution with the filtered $V$ agrees to $10^{-12}$ Ha with the unfiltered matrix applied to $c$, and with the real-space Gaussian multiplied by $u$ on a grid of 64 points per direction. On that grid the nearest alias has index $64-10=54$ and a Gaussian factor of about $e^{-81}$, so the comparison also tests (20).

The grid condition now has a form valid for every $\mathbf k$, the error with one point fewer and the resulting egg-box shift have been derived, and the Gaussian-well model has been set up. What remains is to compare the model's results on 20 and 21 points, and to examine when $4n+1$ points are not enough and what happens when the potential is sampled without filtering.
